# Why the E1 and H1 levels of HgTe wells cross near 6.3 nm

An in-plane model of a HgTe quantum well takes the zone-centre gap $E_1-H_1$, with its sign, as an input. For a 6.5 nm well that sign depends on which bands the calculation keeps. With the parameters used below, two coupled bands plus a heavy hole give a positive gap, and so does the addition of the split-off band. Adding remote-band terms as well makes the gap negative. The decision which bands to keep therefore requires knowing what sets the critical width, and how much each ingredient contributes.

## The bands that couple

Let $z$ be the growth direction, taken as [001], and set the in-plane wavevector to zero. The well is HgTe, where the s-like $\Gamma_6$ edge lies below the p-like $\Gamma_8$ edge. The barrier is a Cd-rich alloy with the normal order. With the well's $\Gamma_8$ edge as zero of energy, the edges are

- well: $E_6=-g$, $E_8=0$;
- barrier: $E_6=c$, $E_8=-v$;

with $g,c,v>0$. Interfaces are abrupt and bands flat. Strain, inversion asymmetry and interface mixing are left out.

For motion along $z$, the momentum operator couples the s orbital only to $p_z$. The heavy hole $|\tfrac32,\tfrac32\rangle=|1\!\uparrow\rangle$ contains no $p_z$. Lowering it gives

$$J_-|1\!\uparrow\rangle=\sqrt2\,|0\!\uparrow\rangle+|1\!\downarrow\rangle=\sqrt3\,|\tfrac32,\tfrac12\rangle ,$$

so the light hole has $p_z$ weight $2/3$. If $P$ is the s–$p_z$ coupling and $E_P=2m_0P^2/\hbar^2$ the Kane energy, the light hole couples with strength

$$A=\sqrt{\tfrac23}\,P,\qquad A^2=\frac23E_P\frac{\hbar^2}{2m_0}.$$

Let $f$ be the $\Gamma_6$ envelope and $ih$ the light-hole envelope; the factor $i$ makes the equations real. The two rows of the Hamiltonian are

$$E_6f-iA(ih)'=Ef,\qquad -iAf'+E_8(ih)=E(ih),$$

or

$$Ah'=(E-E_6)f,\qquad Af'=(E_8-E)h. \tag{1}$$

The right-hand sides are finite, so $f$ and $h$ are continuous across an interface. The heavy hole is decoupled. It has $J_z=\pm\frac32$, whereas (1) describes $J_z=\pm\frac12$, so the two levels can cross in this model.

The example uses rounded, customary parameters for barriers with about 70% Cd: $g=0.30$ eV, $c=0.60$ eV, $v=0.40$ eV, $E_P=19$ eV. They are inputs, not results. The value of $g$ is that of HgTe at low temperature; it shrinks on warming, to roughly half at room temperature. Then $A=\sqrt{\tfrac23(19)(0.0381)}=0.695$ eV nm.

## First contribution: the inverted gap

Differentiating the second equation of (1) within one material and inserting the first gives $A^2f''=(E_8-E)(E-E_6)f$. For $-g<E<0$ the well solution is evanescent, with

$$\kappa_w^2=\frac{(E+g)(-E)}{A^2}.$$

Take $f=\cosh\kappa_wz$, the even solution. Since $h=Af'/(-E)$ in the well, the ratio at the interface $z=d/2$ is

$$\left.\frac hf\right|_{\rm in}=\frac{A\kappa_w}{-E}\tanh\frac{\kappa_wd}2=\sqrt{\frac{E+g}{-E}}\,\tanh\frac{\kappa_wd}2 .$$

In the barrier $f\propto e^{-\kappa_bz}$ with $\kappa_b^2=(c-E)(E+v)/A^2$, and

$$\left.\frac hf\right|_{\rm out}=\frac{-A\kappa_b}{-v-E}=\sqrt{\frac{c-E}{E+v}} .$$

Both ratios are positive. The sign of $E_8-E$ is opposite on the two sides, which lets $f$ grow towards the interface from within the well and decay beyond it. Equating the ratios gives the E1 condition

$$\tanh\frac{\kappa_wd}2=\sqrt{\frac{(c-E)(-E)}{(E+v)(E+g)}} . \tag{2}$$

For $0<E<c$, put $\kappa_w=ip$, so that $p^2=E(E+g)/A^2$. The well solution becomes $\cos pz$, and the same matching gives

$$\tan\frac{pd}2=\sqrt{\frac{(c-E)E}{(E+v)(E+g)}},\qquad 0<\frac{pd}{2}<\frac\pi2 .$$

As $d\to0$ the tangent vanishes and E1 tends to the barrier edge $c$.

In a very wide well $\tanh\to1$, and (2) becomes $(c-E)(-E)=(E+v)(E+g)$. The $E^2$ terms cancel, leaving

$$E_i=-\frac{gv}{G},\qquad G=c+g+v . \tag{3}$$

This is the energy of a state bound to a single interface. Here it is $-0.12/1.30$ eV $=-92.3$ meV. Requiring the right side of (2) to be below one gives $E>E_i$, so E1 approaches this energy from above. At 30 nm, (2) gives $-91.8$ meV. A plane-wave diagonalization that imposes no matching conditions gives $-92.1$ meV; at the cutoff and cell used it is off by about 0.3 meV.

Inversion is essential to this descent. Suppose the well's $\Gamma_6$ edge were at $+g'$ instead. For $0<E<g'$ the well solution would again be evanescent, but now $h/f$ at the interface would be negative for both even and odd $f$, while the barrier still requires a positive value. No bound level can lie in that window. E1 starts above it and moves continuously with $d$, so it cannot reach H1, which lies below zero. For $g'=0.30$ eV, the smallest computed $E_1-H_1$ at widths of 5, 10, 20 and 30 nm was 312 meV.

## Why E1 falls at every width

Increasing $d$ by $\mathrm dd$ moves each interface outward by $\mathrm dd/2$ and turns a thin layer of barrier into well. The coupling $A$ is the same everywhere, so only the band edges change. First-order perturbation theory, with $\int(f^2+h^2)\,dz=1$ and interface values $f_i,h_i$, gives

$$\frac{dE_1}{dd}=-(c+g)f_i^2+v\,h_i^2 .$$

The first term lowers the s-like part and the second raises the p-like part. The barrier ratio gives $h_i^2=f_i^2(c-E_1)/(E_1+v)$. Hence

$$\frac{dE_1}{dd}=f_i^2\,\frac{-(c+g)(E_1+v)+v(c-E_1)}{E_1+v}
=-\frac{G(E_1-E_i)}{E_1+v}\,f_i^2 . \tag{4}$$

In the numerator the terms $\pm cv$ cancel, leaving $-GE_1-gv=-G(E_1-E_i)$. Since $E_1>E_i$, the level falls at every finite width. The s-like gain wins until the interface energy is reached, where the two terms balance.

## Second contribution: the barrier ratio

E1 passes the well's $\Gamma_8$ edge when $E\to0$ in (2). To leading order the left side is $(d/2)\sqrt{g(-E)}/A$ and the right side is $\sqrt{c(-E)/(vg)}$. The common factor $\sqrt{-E}$ cancels:

$$d_0=\frac{2A}{g}\sqrt{\frac cv} . \tag{5}$$

The state at this width is simple. By (1), $f$ is constant in the well and $h=gzf/A$ grows linearly from the centre. The level reaches the edge when this growth supplies the ratio $h_i/f_i=\sqrt{c/v}$ demanded by the barrier.

With equal steps, $c=v$, the width would be $2(0.695)/0.30=4.63$ nm. The actual factor $\sqrt{0.60/0.40}=1.22$ raises it to $d_0=5.67$ nm, an addition of 1.04 nm. Only the ratio $c/v$ enters. Making both barrier steps larger in proportion shortens the tail in the barrier but leaves $d_0$ unchanged. If $v\to0$ at fixed $c$, then $d_0\to\infty$, because the barrier demands an ever larger p-like component.

Equation (5) also shows the sensitivity to the inputs. Raising $g$ by 10 meV, or 3.3%, lowers $d_0$ by about 0.2 nm. Raising $c$ by 10% raises $d_0$ by about 5%, or 0.3 nm.

## Third contribution: heavy-hole confinement

The heavy hole is described by one band with mass $m_h=m_0/3$ in both materials:

$$\frac{\hbar^2}{2m_h}\psi''+E_8\psi=E\psi .$$

The positive sign of the first term expresses the downward curvature of a valence band. For $-v<E<0$ the even solution is $\cos kz$ in the well and decays as $e^{-\kappa z}$ in the barrier, with

$$k^2=\frac{2m_h(-E)}{\hbar^2},\qquad \kappa^2=\frac{2m_h(E+v)}{\hbar^2}.$$

Continuity of $\psi$ and $\psi'$ gives $k\tan(kd/2)=\kappa$, or, for the highest level,

$$d=\frac2k\arctan\frac\kappa k . \tag{6}$$

As $E$ rises towards zero, $k$ falls and $\kappa$ grows, so $d$ increases without bound. H1 therefore rises with width and approaches zero from below. Moving the interfaces gives the same sign, $dH_1/dd=v\psi_i^2>0$.

The single crossing follows. Up to $d_0$, E1 is at or above zero and H1 is below it. In a wide well E1 tends to $E_i<0$ and H1 tends to zero. The difference $E_1-H_1$ decreases throughout, so it vanishes once, at some $d_c>d_0$. In wide wells the second heavy-hole level, which also tends to zero, rises above E1 as well. Then $E_1-H_1$ is still the separation of the two levels, but no longer the gap between neighbouring ones.

Solving (2) for $d$ and equating it with (6) leaves one equation for the energy. Its root is $E=-19.3$ meV, and both sides can be checked. For E1,

$$\kappa_w=\frac{\sqrt{(0.2807)(0.0193)}}{0.695}=0.106\ {\rm nm^{-1}},$$

$$\sqrt{\frac{(0.6193)(0.0193)}{(0.3807)(0.2807)}}=0.335,\qquad d=\frac{2\,{\rm artanh}(0.335)}{0.106}\approx6.57\ {\rm nm}.$$

For H1, $\hbar^2/2m_h=0.1143$ eV nm². This gives $k=0.411$ nm$^{-1}$ and $\kappa=1.825$ nm$^{-1}$, so $d=(2/0.411)\arctan(4.44)\approx6.57$ nm. Heavy-hole confinement thus adds 0.89 nm to $d_0$: E1 must fall not merely to the band edge but to a level about 19 meV below it.

## How much of E1 is an interface state at the crossing

The decay length $1/\kappa_w$ at the crossing is 9.4 nm, longer than the whole well. The two interface tails overlap strongly, and $\kappa_wd_c/2$ is only 0.35. Still, the total density at an interface is 2.96 times that at the centre. The ratio factorizes, because $h$ vanishes at $z=0$:

$$\cosh^2\!\frac{\kappa_wd_c}2\left(1+\frac{c-E}{E+v}\right)=1.13\times2.63 .$$

The first factor is the evanescent growth of $f$. The second, and larger, comes from the light-hole component, which is zero at the centre. E1 at the crossing is therefore a mixed state spread over the whole well and its barrier tails, with $\Gamma_6$ weight 0.56. As the well widens, it turns continuously into the combination of the two interface states with even $f$. At $E_i$ the decay length is $0.695/\sqrt{(0.208)(0.092)}\approx5.0$ nm, so separate interface states require a well much wider than that.

The crossing exchanges levels of opposite parity. In E1, even $f$ multiplies an even s orbital and odd $h$ an odd p orbital, so the total is even. In H1 an even envelope multiplies an odd p orbital, so the total is odd. This is a band inversion at the zone centre. A topological index also needs the in-plane coupling and the rest of the Brillouin zone, which are not treated here. Terms that lower the symmetry of the model may couple the two levels and replace their crossing at zero in-plane wavevector by a small splitting. This alone does not show that the gap stays open at other in-plane wavevectors.

## Fourth contribution: the split-off band

The split-off state lies $\Delta=1.0$ eV below $\Gamma_8$ and has the remaining $p_z$ weight $1/3$. Its coupling is $P/\sqrt3=A/\sqrt2$. With envelope $iu$, its row and the changed s row read

$$\frac A{\sqrt2}f'=(E_8-\Delta-E)u,\qquad J'=(E-E_6)f,\qquad J=A\left(h+\frac u{\sqrt2}\right).$$

Now $f$ and $J$ are continuous. At $E=0$ the light-hole row in the well still forces $f'=0$, hence $u=0$ and $J=gzf$. In the barrier $f'=-\kappa f$, so

$$J=A^2\kappa Sf,\qquad S=\frac1v+\frac1{2(v+\Delta)} .$$

There $J'=-\kappa J=-cf$, which gives $\kappa=\sqrt{c/S}/A$ and $J=A\sqrt{cS}\,f$. Matching at $z=d/2$ yields

$$d_0'=\frac{2A}g\sqrt{cS} ,$$

which returns to (5) as $\Delta\to\infty$. Here $S=2.50+0.36=2.86$ eV$^{-1}$ and $d_0'=6.06$ nm, an increase of 0.39 nm. The extra p-like channel in the barrier increases the $J$ that the well must supply. The full crossing moves by nearly the same amount, from 6.57 to 6.94 nm.

## Fifth contribution: remote bands

Bands outside this set, together with the free-electron kinetic energy left out of (1), add terms quadratic in momentum. They are called remote-band terms here for short. For the light hole the term is $-(\hbar^2/2m_0)\,k_z(\gamma_1+2\gamma_2)k_z$, with $\gamma_1+2\gamma_2=5.0$ in the well and 2.3 in the barrier. The s band gains a positive term with factor 1.0 in the well and 0.9 in the barrier.

Their effect can be estimated to first order with the two-band state at $d_0$. Set $f=1$ in the well. There $h_i^2=c/v=1.5$ and $\kappa_b=\sqrt{cv}/A=0.705$ nm$^{-1}$. The norm is

$$N=d_0+\frac{1.5\,d_0}3+\frac{1+1.5}{\kappa_b}=5.67+2.84+3.55=12.05\ {\rm nm}.$$

The three terms come from $f$ in the well, $h$ in the well and both barrier tails. The energy shifts are

- light hole in the well: $-5.0(0.0381)(g/A)^2d_0/N=-16.7$ meV;
- light hole in the barriers: $-2.3(0.0381)(1.5)\kappa_b/N=-7.7$ meV;
- s band in the barriers: $+0.9(0.0381)\kappa_b/N=+2.0$ meV.

The s term vanishes in the well because $f'=0$. The sum is $-22$ meV. Between 6 and 7 nm the gap $E_1-H_1$ closes by 24.4 meV per nm, so the crossing should come earlier by about 0.9 nm. The estimate is rough: it is of first order and uses the state at $d_0$, not the state at the crossing. The full calculation uses $\gamma_1=4.0$, $\gamma_2=0.5$ in the well and $\gamma_1=2.3$, $\gamma_2=0$ in the barrier. The split-off band carries the factor $\gamma_1$ and is coupled to the light hole by a term with factor $2\sqrt2\gamma_2$. The heavy hole carries $\gamma_1-2\gamma_2$, which is 3.0 in the well (the mass $m_0/3$ used above is itself such a term) and 2.3 in the barrier. With these terms the crossing moves by 0.83 nm, from 6.94 to 6.11 nm.

## The weights together

| Ingredient added | Change (nm) | Width (nm) |
|---|---:|---:|
| inverted gap, $c=v$ | – | 4.63 |
| actual barrier ratio | +1.04 | 5.67 |
| heavy-hole confinement | +0.89 | 6.57 |
| split-off band | +0.37 | 6.94 |
| remote-band terms | −0.83 | 6.11 |

The last two widths come from plane waves with a finite cutoff, so their increments are uncertain by about 0.01 nm; without the cutoff the widths are 6.944 and 6.108 nm and the increments $+0.38$ and $-0.84$ nm. The increments also depend on the order of addition. The inverted gap and the coupling set the scale $2A/g$, and the other ingredients shift it by up to about a nanometre each. The last two partly cancel: the two-band model with the heavy hole lies 0.46 nm above the final value, which is less than the remote-band shift of 0.83 nm but more than the split-off shift of 0.37 nm.

The familiar rough value of 6.3 nm lies within the range spanned by the last three rows. With the inputs used here, the three sets of bands in those rows place the critical width between 6.1 and 6.9 nm. The model does not fix the second digit: a 10 meV change of $g$ alone moves $d_0$ by 0.2 nm, and strain is absent. The band offset matters too: by (5), shifting 50 meV from $c$ to $v$ lowers $d_0$ by about 0.55 nm. For a well within about a nanometre of the two-band crossing, the sign of the gap should come from a calculation with the split-off band, remote terms and strain, using parameters for the actual barrier alloy. At 5 nm or 8 nm the two-band gaps, $+49$ and $-27$ meV, have the same signs as in both extended calculations. These widths and signs hold at low temperature and for [001] growth. With $c$ and $v$ unchanged, the calculation with all terms crosses at 7.0 nm for $g=0.26$ eV and at 11 nm for $g=0.16$ eV, and the 8 nm well turns normal once $g$ falls below about 0.23 eV. For [111] growth $\gamma_3$ replaces $\gamma_2$; with $\gamma_3=1.3$ in the well and 0.4 in the barrier the crossing moves from 6.11 to about 5.5 nm. The numerical output lists the computed levels and crossing widths.

## Calculated quantities

```
Inputs: E6 well, E8 well = -0.30, 0.00 eV
Inputs: E6 barrier, E8 barrier = 0.60, -0.40 eV
Inputs: Kane energy 19.0 eV, heavy mass 0.3333 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
p_z weight of light hole = 0.666667
Coupling A = 0.6947 eV nm
Sum of band-edge steps G = 1.300 eV
width (nm), E1 (meV), H1 (meV), E1-H1 (meV):
    4.0     57.04    -43.55    100.59
    5.0     18.82    -30.48     49.30
    6.0     -7.73    -22.51     14.78
    7.0    -26.91    -17.29     -9.62
    8.0    -41.15    -13.70    -27.45
   10.0    -60.25     -9.20    -51.05
   15.0    -81.56     -4.37    -77.19
Interface energy Ei = -92.31 meV
Plane-wave E1 at 30 nm = -92.06 meV
Width d0 where E1 meets the Gamma8 edge = 5.672 nm
Slopes at 5.0 nm: E1 -31.44, H1 9.97 meV/nm
Slopes at 8.0 nm: E1 -12.32, H1 3.01 meV/nm
Crossing energy = -19.31 meV
Critical width, matching = 6.566 nm
Critical width, plane waves = 6.566 nm
Decay length in well at crossing = 9.44 nm
kappa_w d/2 at crossing = 0.348
E1 density, interface/centre = 2.96
Gamma6 weight of E1 at crossing = 0.563
Total parity: E1 +1.000, H1 -1.000
Normal well, E6 = +0.30 eV: smallest E1-H1 = 312.5 meV
Spin-orbit splitting used = 1.00 eV
Remote terms, well: gamma1 4.0, gamma2 0.5, s factor 1.0
Remote terms, barrier: gamma1 2.3, gamma2 0.0, s factor 0.9
Critical width with split-off band = 6.936 nm
Critical width with remote terms too = 6.109 nm
```
